# Reducing Three-Dimensional Coherent Tunnelling to the Tsu-Esaki Integral: test program

```python
"""
Result under test: for coherent tunnelling through U(x), with conserved
transverse momentum and position-independent parabolic masses,
  J = sum_v g e sqrt(my mz) kT/(2 pi^2 hbar^3)
      * integral dEx T(Ex) ln[(1+exp((muL-Ex)/kT))/(1+exp((muR-Ex)/kT))].
g: valley degeneracy; mx, my, mz: masses (units of the electron mass);
Ex: total energy minus transverse kinetic energy; T: transmission;
muL, muR: source and drain Fermi levels; spin degeneracy is two.
Energies are in eV from the source band edge, lengths in nm.
The drain band edge and Fermi level both lie lower by the drain voltage.
"""
from functools import lru_cache
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq
from scipy.special import expit

HB = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e18   # hbar^2/(2 m0), eV nm^2
HBAR_EVS = sc.hbar / sc.e
G0 = 2 * sc.e**2 / sc.h                       # A/V, spin included
PER_CM2 = 1e14                                # nm^-2 to cm^-2
KB = sc.k / sc.e

# Rough typical inputs for a short silicon n-channel device
ML, MT = 0.92, 0.19
DOPING_CM3 = 1e20
TOP, VD, TEMP = 0.40, 0.50, 300.0
RISE, PLATEAU, FALL = 3.0, 4.0, 4.0
BODY = 5.0
ALPHA = 0.5             # nonparabolicity, 1/eV
MASS_RATIO = 0.8        # hypothetical channel/reservoir mass ratio
MOBILITY = 200.0        # cm2/Vs
GAP, EPS_R = 1.12, 11.7
HOT_TEMP = 358.0
VALLEYS = [(2, ML, MT, MT), (2, MT, ML, MT), (2, MT, MT, ML)]
KT = KB * TEMP


@lru_cache(None)
def legendre(n):
    return np.polynomial.legendre.leggauss(n)


def gauss(a, b, n):
    x, w = legendre(n)
    return a + (b - a) * (x + 1) / 2, w * (b - a) / 2


def barrier(plateau, vd, top=TOP, step=0.05):
    length = RISE + plateau + FALL
    n = int(round(length / step))
    dx = length / n
    x = (np.arange(n) + 0.5) * dx
    up = np.clip(x / RISE, 0, 1)
    down = np.clip((x - RISE - plateau) / FALL, 0, 1)
    u = top * np.sin(np.pi * up / 2)**2
    u -= (top + vd) * np.sin(np.pi * down / 2)**2
    return u, dx


def transmission(energy, u, dx, mx, left, right,
                 alpha=0.0, ratio=1.0, e_perp=0.0):
    """Propagate the outgoing wave back through constant slices."""
    energy = np.asarray(energy, float)
    is_open = energy > max(left, right)
    e = np.where(is_open, energy, max(left, right) + 1.0)

    def wave_squared(kinetic, mass):
        return mass * kinetic * (1 + alpha * kinetic) / HB

    k_left = np.sqrt(wave_squared(e - left, mx))
    k_right = np.sqrt(wave_squared(e - right, mx))
    psi = np.ones_like(e, dtype=complex)
    flux = 1j * k_right                       # derivative / mass ratio
    shift = e_perp * (1 / ratio - 1)
    for level in u[::-1]:
        q2 = wave_squared(e - level - shift, ratio * mx)
        q = np.sqrt(q2 + 1e-15 + 0j)
        c, s = np.cos(q * dx), np.sin(q * dx)
        psi, flux = (c * psi - ratio * s / q * flux,
                     q * s / ratio * psi + c * flux)
    incident = (psi + flux / (1j * k_left)) / 2
    return np.where(is_open, k_right / k_left / abs(incident)**2, 0.0)


def supply(e, mu, vd, kt):
    return kt * (np.logaddexp(0, (mu - e) / kt)
                 - np.logaddexp(0, (mu - vd - e) / kt))


def energy_grid(top, kt):
    v, w = gauss(0, 1, 160)
    high, wh = gauss(top, top + 28 * kt, 200)
    return (np.concatenate([top * v**2, high]),
            np.concatenate([2 * top * v * w, wh]))


def fermi_level(kt):
    """Charge neutrality of the six-valley source."""
    mass = (ML * MT**2)**(1 / 3)
    v, w = gauss(0, np.sqrt(1.6), 200)

    def density(mu):
        dos = 6 / (2 * np.pi**2) * (mass / HB)**1.5 * v
        return np.sum(w * 2 * v * dos * expit((mu - v**2) / kt))

    return brentq(lambda m: density(m) - DOPING_CM3 * 1e-21, -0.3, 0.5)


def reduced_current(plateau, vd, mu, kt=KT, alpha=0.0, step=0.05):
    """Rows: valleys. Columns: below and above barrier top. A/cm2."""
    u, dx = barrier(plateau, vd, step=step)
    e, w = energy_grid(TOP, kt)
    rows = []
    for g, mx, my, mz in VALLEYS:
        t = transmission(e, u, dx, mx, 0, -vd, alpha)
        pre = g * G0 * np.sqrt(my * mz) / (4 * np.pi * HB) * PER_CM2
        part = pre * w * t * supply(e, mu, vd, kt)
        rows.append([part[e < TOP].sum(), part[e >= TOP].sum()])
    return np.array(rows)


def k_space_current(plateau, vd, mu):
    """Three-dimensional k integral, each contact with its own states."""
    u, dx = barrier(plateau, vd)
    total = 0.0
    for g, mx, my, mz in VALLEYS:
        ky, wy = gauss(0, np.sqrt(0.9 * my / HB), 48)
        kz, wz = gauss(0, np.sqrt(0.9 * mz / HB), 48)
        e_perp = HB * (ky[:, None]**2 / my + kz[None, :]**2 / mz)
        w_perp = 4 * wy[:, None] * wz[None, :]
        for sign, edge, far in ((1, 0.0, -vd), (-1, -vd, 0.0)):
            k_min = np.sqrt(mx * max(far - edge, 0) / HB)
            k_max = np.sqrt(mx * (1.13 - edge) / HB)
            kx, wx = gauss(k_min, k_max, 600)
            e = edge + HB * kx**2 / mx
            profile = u if sign == 1 else u[::-1]
            t = transmission(e, profile, dx, mx, edge, far)
            velocity = 2 * HB * kx / (mx * HBAR_EVS)
            f = expit((mu + edge - e[:, None, None] - e_perp) / KT)
            filled = np.sum(f * w_perp, axis=(1, 2))
            total += sign * 2 * g * sc.e / (2 * np.pi)**3 * np.sum(
                wx * velocity * t * filled)
    return total * PER_CM2


def film_current(thickness, plateau, vd):
    """Hard-wall body: discrete levels along z, same volume density."""
    n_max = int(thickness / np.pi * np.sqrt(0.9 * ML / HB)) + 2
    n = np.arange(1, n_max + 1)

    def levels(mz):
        return HB * (np.pi * n / thickness)**2 / mz

    def density(mu):
        return sum(g * np.sqrt(mx * my) / (2 * np.pi * HB * thickness)
                   * KT * np.logaddexp(0, (mu - levels(mz)) / KT).sum()
                   for g, mx, my, mz in VALLEYS)

    mu = brentq(lambda m: density(m) - DOPING_CM3 * 1e-21, -0.3, 0.8)
    u, dx = barrier(plateau, vd)
    e, w = energy_grid(TOP, KT)
    total = 0.0
    for g, mx, my, mz in VALLEYS:
        t = transmission(e, u, dx, mx, 0, -vd)
        ky, wy = gauss(0, np.sqrt(0.9 * my / HB), 48)
        for level in levels(mz):
            energy = e[:, None] + level + HB * ky**2 / my
            diff = expit((mu - energy) / KT)
            diff -= expit((mu - vd - energy) / KT)
            modes = diff @ wy / np.pi
            total += g * G0 / thickness * np.sum(w * t * modes)
    return total * PER_CM2, mu


def unequal_mass_ratio(plateau, mu):
    """Full current over current using T at zero transverse energy."""
    u, dx = barrier(plateau, VD, step=0.1)
    e, w = energy_grid(TOP, KT)
    ep, wp = gauss(0, 0.7, 32)
    ee, pp = np.meshgrid(e, ep, indexing="ij")
    t = transmission(ee, u, dx, MT, 0, -VD, ratio=MASS_RATIO, e_perp=pp)
    f = expit((mu - ee - pp) / KT) - expit((mu - VD - ee - pp) / KT)
    full = w @ (t * f) @ wp
    t0 = transmission(e, u, dx, MT, 0, -VD, ratio=MASS_RATIO)
    return full / np.sum(w * t0 * supply(e, mu, VD, KT))


MU = fermi_level(KT)

# Wave solver against the analytic sech-squared barrier
a, n_slice = 1.0, 1200
dx_s = 24 * a / n_slice
x_s = -12 * a + (np.arange(n_slice) + 0.5) * dx_s
e_s = np.array([0.05, 0.15, 0.30, 0.45, 0.70])
t_num = transmission(e_s, TOP / np.cosh(x_s / a)**2, dx_s, MT, 0, 0)
sh = np.sinh(np.pi * a * np.sqrt(MT * e_s / HB))**2
ch = np.cosh(np.pi / 2 * np.sqrt(4 * MT * TOP * a**2 / HB - 1))**2
sech_error = np.max(abs(t_num / (sh / (sh + ch)) - 1))
assert sech_error < 2e-3

# Reciprocity on the asymmetric biased barrier
u_main, dx_main = barrier(PLATEAU, VD)
e_show = np.array([0.10, 0.20, 0.30, 0.39, 0.50])
t_show = transmission(e_show, u_main, dx_main, MT, 0, -VD)
t_back = transmission(e_show, u_main[::-1], dx_main, MT, -VD, 0)
reciprocity_error = np.max(abs(t_back / t_show - 1))
assert reciprocity_error < 1e-7

# Explicit sum over transverse states in a periodic square box
box = 40.0
k = 2 * np.pi * np.arange(-45, 46) / box
e_box = HB * (k[:, None]**2 / MT + k[None, :]**2 / ML)
mode_error = 0.0
for ex in (0.0, 0.3):
    summed = expit((MU - ex - e_box) / KT).sum() / box**2
    formula = np.sqrt(MT * ML) / (4 * np.pi * HB) * KT * np.logaddexp(
        0, (MU - ex) / KT)
    mode_error = max(mode_error, abs(summed / formula - 1))
assert mode_error < 1e-4

# Zero temperature: count lattice points inside the Fermi ellipse
k = 2 * np.pi * np.arange(-130, 131) / 400.0
count = np.sum(HB * (k[:, None]**2 / MT + k[None, :]**2 / ML) < MU)
cold_supply = supply(0.0, MU, VD, KB * 0.1)
cold_formula = np.sqrt(MT * ML) / (4 * np.pi * HB) * cold_supply
assert abs(count / 400.0**2 / cold_formula - 1) < 0.01

# Main result, with both contacts active and in the off state
comparisons = []
for bias in (0.05, VD):
    direct = k_space_current(PLATEAU, bias, MU)
    reduced = reduced_current(PLATEAU, bias, MU).sum()
    comparisons.append((bias, direct, reduced))
    assert abs(direct / reduced - 1) < 1e-4

main = reduced_current(PLATEAU, VD, MU)
j_main = main.sum()
fine = reduced_current(PLATEAU, VD, MU, step=0.025).sum()
assert abs(fine / j_main - 1) < 2e-3

# Classical barrier: reduced integral against the Richardson law
mass_sum = sum(g * np.sqrt(my * mz) for g, mx, my, mz in VALLEYS)
richardson = 4 * np.pi * sc.m_e * sc.e * sc.k**2 / sc.h**3 / 1e4 / 2 * 2
e_g, w_g = energy_grid(TOP, KT)
above = e_g >= TOP
j_classical = (G0 * mass_sum / (4 * np.pi * HB) * PER_CM2
               * np.sum((w_g * supply(e_g, MU, VD, KT))[above]))
j_richardson = (richardson * mass_sum * TEMP**2
                * np.exp(-(TOP - MU) / KT) * (1 - np.exp(-VD / KT)))
assert abs(j_classical / j_richardson - 1) < 1e-4

# Small-bias slope against the conductance integral
tiny = 2e-5
slope = reduced_current(PLATEAU, tiny, MU).sum() / tiny
u0, dx0 = barrier(PLATEAU, 0.0)
conductance = 0.0
for g, mx, my, mz in VALLEYS:
    t0 = transmission(e_g, u0, dx0, mx, 0, 0)
    conductance += (g * G0 * np.sqrt(my * mz) / (4 * np.pi * HB) * PER_CM2
                    * np.sum(w_g * t0 * expit((MU - e_g) / KT)))
assert abs(slope / conductance - 1) < 2e-3

# Dependence on length and valley mass
lengths = (2.0, 4.0, 6.0, 8.0, 12.0)
scan = []
for length in lengths:
    j = reduced_current(length, VD, MU)
    scan.append((length, j.sum(), j[:, 0].sum() / j.sum()))
assert all(p[2] > q[2] for p, q in zip(scan, scan[1:]))
assert main[1:, 0].sum() > main[0, 0]

# Neglected effects
thick, _ = film_current(200.0, PLATEAU, VD)
assert abs(thick / j_main - 1) < 0.03
j_film, mu_film = film_current(BODY, PLATEAU, VD)
j_nonpar = reduced_current(PLATEAU, VD, MU, alpha=ALPHA).sum()
mass_short = unequal_mass_ratio(PLATEAU, MU)
mass_long = unequal_mass_ratio(12.0, MU)
assert abs(mass_long - MASS_RATIO) < 0.03
kt_hot = KB * HOT_TEMP
mu_hot = fermi_level(kt_hot)
j_hot = reduced_current(PLATEAU, VD, mu_hot, kt=kt_hot).sum()
v_thermal = np.sqrt(2 * sc.k * TEMP / (np.pi * MT * sc.m_e)) * 100
free_path = 2 * KT * MOBILITY / v_thermal * 1e7
drop = FALL * 2 / np.pi * np.arcsin(np.sqrt(KT / (TOP + VD)))
scatter_factor = free_path / (free_path + PLATEAU + drop)
mass_dos = (ML * MT**2)**(1 / 3)
n_top = 12 * (mass_dos * KT / (4 * np.pi * HB))**1.5 * np.exp(
    -(TOP - MU) / KT)
span = (RISE + PLATEAU + FALL) * 1e-9
charge_shift = sc.e * n_top * 1e27 * span**2 / (8 * EPS_R * sc.epsilon_0)
window = TOP - GAP + VD

print(f"masses: longitudinal {ML}, transverse {MT} electron masses")
print(f"source doping: {DOPING_CM3:.1e} cm^-3")
print(f"barrier top {TOP:.2f} eV; drain voltage {VD:.2f} V")
print(f"rise, plateau, fall: {RISE}, {PLATEAU}, {FALL} nm")
print(f"temperature {TEMP:.0f} K; kT = {KT:.5f} eV")
print(f"source Fermi level above band edge: {MU:.4f} eV")
print(f"barrier top above source Fermi level: {TOP-MU:.4f} eV")
print("light-valley transmission and supply energy:")
for e, t in zip(e_show, t_show):
    print(f"  Ex {e:.2f} eV: T {t:.3e}; S {supply(e,MU,VD,KT):.3e} eV")
print("current density, direct k integral and reduced formula:")
for bias, direct, reduced in comparisons:
    print(f"  VD {bias:.2f} V: {direct:.5f}, {reduced:.5f} A/cm2;"
          f" rel. diff. {abs(direct/reduced-1):.1e}")
print(f"sech2 solver, largest relative error: {sech_error:.1e}")
print(f"reciprocity, largest relative error: {reciprocity_error:.1e}")
print(f"transverse mode sum, largest rel. error: {mode_error:.1e}")
print(f"Richardson constant, mass 1: {richardson:.2f} A/(cm2 K2)")
print(f"sum of g sqrt(my mz): {mass_sum:.4f} electron masses")
print(f"classical over-barrier current: {j_classical:.3f} A/cm2")
print(f"light valleys below top: {main[1:,0].sum():.3f} A/cm2")
print(f"light valleys above top: {main[1:,1].sum():.3f} A/cm2")
print(f"heavy valleys below top: {main[0,0]:.3f} A/cm2")
print(f"heavy valleys above top: {main[0,1]:.3f} A/cm2")
print(f"total current density: {j_main:.3f} A/cm2")
per_width = j_main * BODY * 1e-7 * 1e-4 * 1e9
print(f"same J through a {BODY:.0f} nm body: {per_width:.3f} nA/um")
print(f"share below barrier top: {100*main[:,0].sum()/j_main:.1f} %")
print("plateau length, current density, share below top:")
for length, j, share in scan:
    print(f"  {length:.0f} nm: {j:.3f} A/cm2; {100*share:.1f} %")
print("estimates of neglected effects:")
print(f"  {BODY:.0f} nm body: J factor {j_film/j_main:.3f};"
      f" Fermi level {mu_film:.4f} eV")
print(f"  200 nm body: J factor {thick/j_main:.4f}")
print(f"  nonparabolicity {ALPHA}/eV: J factor {j_nonpar/j_main:.3f}")
print(f"  channel mass ratio {MASS_RATIO}: full J / J with T(Eperp=0)")
print(f"    plateau 4 nm {mass_short:.3f}; 12 nm {mass_long:.3f}")
print(f"  at {HOT_TEMP:.0f} K: J {j_hot:.2f} A/cm2,"
      f" factor {j_hot/j_main:.2f}")
print(f"  mobility {MOBILITY:.0f} cm2/Vs: free path {free_path:.2f} nm")
print(f"    over-barrier backscattering factor {scatter_factor:.3f}")
print(f"  classical mobile-charge shift: {charge_shift:.1e} eV")
print(f"  gap {GAP} eV: band-to-band window {window:.2f} eV"
      " (negative: closed)")
print("done: every assertion held")
```

Output:

```
masses: longitudinal 0.92, transverse 0.19 electron masses
source doping: 1.0e+20 cm^-3
barrier top 0.40 eV; drain voltage 0.50 V
rise, plateau, fall: 3.0, 4.0, 4.0 nm
temperature 300 K; kT = 0.02585 eV
source Fermi level above band edge: 0.0652 eV
barrier top above source Fermi level: 0.3348 eV
light-valley transmission and supply energy:
  Ex 0.10 eV: T 1.148e-07; S 5.982e-03 eV
  Ex 0.20 eV: T 6.085e-06; S 1.403e-04 eV
  Ex 0.30 eV: T 4.646e-04; S 2.939e-06 eV
  Ex 0.39 eV: T 6.486e-02; S 9.042e-08 eV
  Ex 0.50 eV: T 8.988e-01; S 1.283e-09 eV
current density, direct k integral and reduced formula:
  VD 0.05 V: 35.31373, 35.31370 A/cm2; rel. diff. 9.0e-07
  VD 0.50 V: 43.29714, 43.29708 A/cm2; rel. diff. 1.5e-06
sech2 solver, largest relative error: 4.7e-05
reciprocity, largest relative error: 3.9e-15
transverse mode sum, largest rel. error: 4.2e-07
Richardson constant, mass 1: 120.17 A/(cm2 K2)
sum of g sqrt(my mz): 2.0524 electron masses
classical over-barrier current: 52.732 A/cm2
light valleys below top: 14.347 A/cm2
light valleys above top: 21.811 A/cm2
heavy valleys below top: 0.160 A/cm2
heavy valleys above top: 6.979 A/cm2
total current density: 43.297 A/cm2
same J through a 5 nm body: 2.165 nA/um
share below barrier top: 33.5 %
plateau length, current density, share below top:
  2 nm: 538.020 A/cm2; 94.9 %
  4 nm: 43.297 A/cm2; 33.5 %
  6 nm: 33.229 A/cm2; 7.0 %
  8 nm: 32.723 A/cm2; 2.5 %
  12 nm: 32.686 A/cm2; 0.6 %
estimates of neglected effects:
  5 nm body: J factor 1.592; Fermi level 0.1101 eV
  200 nm body: J factor 1.0122
  nonparabolicity 0.5/eV: J factor 1.146
  channel mass ratio 0.8: full J / J with T(Eperp=0)
    plateau 4 nm 0.801; 12 nm 0.802
  at 358 K: J 389.66 A/cm2, factor 9.00
  mobility 200 cm2/Vs: free path 8.38 nm
    over-barrier backscattering factor 0.654
  classical mobile-charge shift: 1.5e-06 eV
  gap 1.12 eV: band-to-band window -0.22 eV (negative: closed)
done: every assertion held
```
